Energy decrease in a convex-splitting step for quartic polarization flow

Q: My explicit phase-field code blows up unless the time step is tiny. You suggest treating part of the force at the new time and part at the old. Why should that cure anything? Start with the energy, so that I know what is supposed to fall.

A: Take a polarization P = (P1, P2) on a periodic square grid of spacing h. Write ⟨u,v⟩ = h² Σ u·v, summed over cells, and ‖u‖² = ⟨u,u⟩. The free energy is

F(P) = −(a/2)‖P‖² + h² Σ Q(P) + ½⟨P,AP⟩ − ⟨E,P⟩,

Q(P) = (b1/4)(P1⁴ + P2⁴) + (b2/2)P1²P2²,

with a > 0, b1 > 0 and a constant applied field E. The first term destabilizes the unpolarized state and Q limits the growth. The operator A holds the costs of gradients and of bound charge. This is a mean-field model without thermal noise or strain.

Q: You have hidden the long-range electrostatics in A. Why should it have a definite sign?

A: Let D_d u(x) = [u(x + h e_d) − u(x)]/h. Shifting the summation index on the periodic grid gives

Σ (D_d u)v = Σ u(D_dᵀv), D_dᵀv(x) = [v(x − h e_d) − v(x)]/h.

The gradient energy (g/2)Σ_d‖D_d P‖², with g > 0, is therefore ½⟨P, g(−Δ_h)P⟩, where −Δ_h = Σ_d D_dᵀD_d.

For the charge, let Gφ = (D₁φ, D₂φ), so that −Gᵀ is the discrete divergence. With background permittivity ε the displacement is P − εGφ, and zero free charge means

Gᵀ(P − εGφ) = 0.

So P − εGφ is orthogonal to every discrete gradient, while εGφ is itself a gradient. Hence εGφ = ΠP, where Π projects orthogonally onto gradients. The field energy is

(ε/2)‖Gφ‖² = (1/2ε)‖ΠP‖² = (κ/2)⟨P,ΠP⟩, κ = 1/ε.

Together, A = g(−Δ_h) + κΠ is symmetric, and

⟨P,AP⟩ = g Σ_d‖D_d P‖² + κ‖ΠP‖² ≥ 0.

The average electric field is held at E; its constant background energy is dropped.

Q: Now give me the flow and the step.

A: Define F′ by dF(P + sv)/ds = ⟨F′(P),v⟩ at s = 0. Differentiating each term,

F′(P) = −aP + AP + Q′(P) − E,

Q′(P) = (b1P1³ + b2P1P2², b1P2³ + b2P1²P2).

The flow dP/dt = −LF′(P), with constant mobility L > 0, gives dF/dt = −L‖F′‖² ≤ 0. To go from the old state q to the new state p in a time τ, use

(p − q)/(Lτ) = −[Ap + Q′(p) − E − aq]. (1)

The destabilizing force aq is old; the stabilizing forces are new.

Q: You call Q stabilizing because it is quartic. The mixed term worries me.

A: Rightly: a positive quartic need not be convex. The Hessian of Q at (x,y) is

[3b1x² + b2y², 2b2xy; 2b2xy, 3b1y² + b2x²].

At (1,0) the curvature along the second axis is b2. At (1,1), along (1,−1)/√2, it is 3b1 + b2 − 2b2 = 3b1 − b2. Convexity therefore requires

0 ≤ b2 ≤ 3b1. (2)

This is also sufficient. Since (x+y)⁴ + (x−y)⁴ = 2x⁴ + 12x²y² + 2y⁴,

Q = [(3b1−b2)/12](x⁴+y⁴) + (b2/24)[(x+y)⁴+(x−y)⁴]. (3)

The coefficient of x⁴ is (3b1−b2)/12 + b2/12 = b1/4, and that of x²y² is 12b2/24 = b2/2, as required. Under (2) this is a sum of convex fourth powers with nonnegative weights. I assume (2) until we drop it openly.

Q: Equation (1) is nonlinear. For a huge τ it might have no solution, or several.

A: Collect the implicit part of the energy,

C(p) = h² Σ Q(p) + ½⟨p,Ap⟩ − ⟨E,p⟩,

and consider

J(p) = ‖p − q‖²/(2Lτ) + C(p) − a⟨q,p⟩.

Setting J′(p) = 0 gives (1). C is convex and the first term is strictly convex, so J has at most one stationary point. Since Q and ⟨p,Ap⟩ are nonnegative, J is at least a positive quadratic in p minus linear terms, and it tends to infinity with ‖p‖. A continuous function of finitely many variables that does so has a minimum. There is one solution for each τ > 0.

Q: Existence is not descent. You minimize J, not F.

A: Then compare F at both ends, with δ = p − q. Expand the destabilizing term about the old state:

−(a/2)(‖p‖² − ‖q‖²) = −a⟨q,δ⟩ − (a/2)‖δ‖².

Expand the A term about the new state, using q = p − δ and the symmetry of A:

½⟨p,Ap⟩ − ½⟨q,Aq⟩ = ⟨Ap,δ⟩ − ½⟨δ,Aδ⟩.

Each expansion point matches the time at which the force is taken. For the quartic, let x be a new value and y an old one. Factoring twice,

y⁴ − x⁴ − 4x³(y−x)
= (y−x)(y³ + xy² + x²y − 3x³)
= (y−x)²(y² + 2xy + 3x²)
= (y−x)²[(x+y)² + 2x²].

Equation (3) reads Q(P) = Σ_k w_k(s_k·P)⁴, with directions s_k = (1,0), (0,1), (1,1), (1,−1). Put x = s_k·p and y = s_k·q, multiply by w_k and add. Because Q′(p)·δ = Σ_k 4w_k(s_k·p)³(s_k·δ),

h² Σ [Q(p) − Q(q)] = ⟨Q′(p),δ⟩ − B,

B = h² Σ Σ_k w_k(s_k·δ)²[(s_k·(p+q))² + 2(s_k·p)²] ≥ 0.

The field contributes −⟨E,δ⟩. All terms linear in δ combine into ⟨Ap + Q′(p) − E − aq, δ⟩, which by (1) is −‖δ‖²/(Lτ). Hence

F(p) − F(q) = −[1/(Lτ) + a/2]‖δ‖² − ½⟨δ,Aδ⟩ − B. (4)

No term on the right can be positive, whatever the positive value of τ. That proves the decrease.

Q: Could the step stall at an unconverged state, with no change in energy?

A: No. If F(p) = F(q), the first term of (4) forces δ = 0, and (1) becomes F′(q) = 0. Conversely, if F′(q) = 0, then p = q solves (1), and uniqueness makes it the step. The decrease is strict except at stationary states.

Q: And does the sequence converge to the ground state?

A: To stationarity, in a precise sense, but not necessarily to the ground state. Subtracting aδ from the bracket in (1) gives

F′(p) = −[1/(Lτ) + a]δ. (5)

For b2 ≥ 0, Q ≥ (b1/4)(P1⁴+P2⁴) ≥ (b1/8)|P|⁴, which outgrows the quadratic and field terms. So F has a minimum value F_min, and states with F no larger than the initial F₀ stay bounded. Adding (4) over steps at fixed τ,

[1/(Lτ) + a/2] Σ‖δ‖² ≤ F₀ − F_min.

The steps therefore tend to zero, and by (5) so does F′. By continuity every limit of a subsequence is stationary. It may be a metastable domain pattern or a saddle.

Q: Show me numbers, starting from something disordered.

A: Use reduced units: polarization √(a/b1), length √(g/a), time 1/(La), field a√(a/b1), energy density a²/b1. Then a = b1 = g = L = 1. I choose b2 = 2, κ = 5, E = (0.05, 0), a 12 × 12 grid with h = 1, and independent Gaussian noise of standard deviation 0.1 in each component. The initial energy is F = 7.076. Equation (1) is solved by a damped Newton method. Twelve steps from this same state give:

τ = 0.1: first change −4.419, final F = −0.743
τ = 1: first change −6.849, final F = −43.266
τ = 10: first change −11.610, final F = −43.288
τ = 10³: first change −15.917, final F = −43.288
τ = 10⁶: first change −15.970, final F = −43.288

Every one of the sixty steps lowers F. The run with τ = 0.1 has covered a time of 1.2 and is far from finished: its final ‖F′‖ is 1.4, against 0.0007 for τ = 10⁶.

The common final energy can be understood by hand. A uniform state along the field has density −1/4 at zero field. The field adds −0.05, and the response of a well with curvature 2 adds −0.05²/(2·2) = −0.0006. The total, −0.3006, times the area 144 is −43.29. The three longest-step runs thus have the energy of a single domain along the field.

Q: Where does the energy go in one large step?

A: For the first step at τ = 10, the terms of (4) are

time-step term −‖δ‖²/(Lτ): −0.897
Landau term −(a/2)‖δ‖²: −4.485
gradient part of −½⟨δ,Aδ⟩: −3.477
depolarizing part: −2.453
quartic term −B: −0.298

and they add to −11.610. The first line gives ‖δ‖² = 8.97, and half of that is the second line. As τ grows for a given δ only the first term fades; the others do not contain τ explicitly.

Explicit Euler, p = q − LτF′(q), raises F by 390 from the same state at τ = 1. Near P = 0, at zero field, it multiplies a mode of A with eigenvalue λ by 1 − Lτ(λ−a). The shortest-wavelength longitudinal mode has λ = 8g/h² + κ = 13, hence a factor of −11.

Q: My Newton solver stops early. Does that void the proof?

A: It changes it in a controlled way. Let r be what remains when the right side of (1) is subtracted from the left. The linear terms then give ⟨r,δ⟩ − ‖δ‖²/(Lτ), so (4) gains +⟨r,δ⟩ ≤ ‖r‖‖δ‖. Descent is guaranteed if δ ≠ 0 and

‖r‖ < [1/(Lτ) + a/2]‖δ‖.

In the step just examined this holds after one Newton update, where F has changed by −12.334; the full solution takes five updates. The unfinished iterate lies lower in F than the solution. That is no contradiction, since the solution minimizes J.

Q: Why not make every force implicit? Backward Euler sounds safer still.

A: Its old-time force has gone, and uniqueness can go with it. For a uniform one-component state at zero field,

p − q = −Lτ(b1p³ − ap).

With everything moved to the left, the derivative in p is 1 − Laτ + 3Lτb1p². For Laτ ≤ 1 it is nonnegative, vanishing at most at one point, and the root is unique. For q = 0.1 and τ = 10 there are three roots, with these changes of energy density:

p = −0.943: −0.242
p = −0.011: +0.005
p = 0.954: −0.243

One root raises the energy, and another lowers it while reversing the polarization. In the split step the corresponding equation is

p/(Lτ) + b1p³ = [1/(Lτ) + a]q.

Its left side is odd and increasing, so p has the sign of q.

Q: Then use τ = 10⁶ and finish at once?

A: For finding a stationary state, perhaps. For a switching time, no. Near the uniform zero-field well P_s = √(a/b1), write q = P_s + u and p = P_s + u′, with deviations along the polarization. Since b1p³ ≈ aP_s + 3au′, (1) becomes

(u′ − u)/(Lτ) = −3au′ + au,

u′/u = (1 + Laτ)/(1 + 3Laτ).

The true factor is exp(−2Laτ). Equating the two defines the physical time a step covers for this mode,

t_eff = ln[(1 + 3Laτ)/(1 + Laτ)]/(2La) < ln 3/(2La).

It is 0.084 for τ = 0.1, 0.35 for τ = 1 and 0.55 for τ = 10⁶. The enormous step covers about half a time unit of this mode. Equation (5) shows why: it reads δ = −Lτ′F′(p) with τ′ = τ/(1 + Laτ), so the split step is a backward Euler step whose length τ′ stays below 1/(La). The bound ln 3/(2La) belongs to this mode alone. A small uniform polarization at zero field, for example, grows by 1 + Laτ per step as long as it stays small, which corresponds to a time ln(1 + Laτ)/(La): still less than τ, but not capped at 0.55.

Q: Does it at least converge to the right dynamics as τ → 0?

A: Yes, at first order. From (1), δ = −Lτ[F′(p) + aδ]. Since δ is of order τ on a bounded set, this is −LτF′(q) + O(τ²), which matches the flow through order τ. The smooth flow stretches the accumulated error by at most e^{Kτ} per step and each step adds at most Mτ², with K > 0 and M constants of the bounded set. Over a fixed time T there are T/τ steps, so the error is at most (T/τ)Mτ²e^{KT}, which is proportional to τ.

The uniform flow dP/dt = P − P³ makes this concrete. With w = 1/P²,

dw/dt = −2(P − P³)/P³ = 2 − 2w,

P(t) = [1 + (1/P(0)² − 1)e^{−2t}]^{−1/2}.

From P(0) = 0.1 the exact value at t = 4 is 0.984. The split step gives 0.711 for τ = 1, an error of 28% of the exact value, and 0.966 for τ = 0.1, an error of 1.8%. Going from τ = 0.02 to 0.01 reduces the absolute error from 0.0030 to 0.0015.

Q: Now violate (2). Does the energy really rise, or is only your proof broken?

A: It can rise. Take b2 = 5, τ = 10, uniform q = (1.4, 1.6) and p = (1.5, 1.5), and choose E so that (1) holds. Its first component is

E₁ = 0.15 + (1.5³ + 5·1.5³) − 1.1·1.4 = 18.86,

and likewise E₂ = 18.64. These fields are enormous, chosen to expose the failure. With δ = (0.1, −0.1), the a and τ terms of (4) give −0.6·0.02 = −0.0120 per unit area. The algebra for B still holds, but the weight (3b1−b2)/12 is now −1/6, and

B = −(1/6)(0.1291 + 0.1411) + (5/24)(0.0016) = −0.0447.

So the energy density changes by −0.0120 + 0.0447 = +0.0327. With b2 = 2, the same p and q, and E chosen anew, it changes by −0.0347.

This p is a saddle of J: along (1,−1)/√2 the curvature is 0.1 + (3−5)·1.5² = −4.4. A global minimizer of J would still lower F, because J(p) ≤ J(q) gives

F(p) − F(q) ≤ −[1/(2Lτ) + a/2]‖δ‖²

without convexity. What is lost is the guarantee for whichever solution Newton finds.

Q: Can the guarantee be restored?

A: Yes, by a different split. Suppose F = C − H with C and H both convex, and use C′ at p and H′ at q. Tangents lie below convex functions, so

C(p) − C(q) ≤ ⟨C′(p),δ⟩, H(p) − H(q) ≥ ⟨H′(q),δ⟩,

F(p) − F(q) ≤ ⟨C′(p) − H′(q),δ⟩ = −‖δ‖²/(Lτ).

For b2 > 3b1, replace b1 by b2/3 in the implicit quartic, which puts it at the edge of (2), and subtract the added (b2/3 − b1)(P1⁴+P2⁴)/4 explicitly. The cost is a larger old-time force.

Q: And if I ramp the field, as in a hysteresis loop?

A: Use the new field E′ in (1). The theorem then lowers the energy evaluated at E′. Changing the field from E to E′ at the old state q first changes the energy by −⟨E′−E,q⟩, which may have either sign. The total energy along a ramp need not fall, and should not be used as an alarm there.

Q: How close is all this to a real ferroelectric?

A: Only loosely. For perovskite ferroelectrics such as barium titanate and lead titanate at room temperature, κ/a is roughly tens to hundreds if the background permittivity is taken as 5 to 10 times that of vacuum, so my value of 5 is low. With h = 1, the linear limit for explicit Euler near P = 0 is Lτ(8g/h² + κ − a) < 2, which gives τ below about 0.17 for κ = 5 but below about 0.019 for κ = 100. In the final polarized state the well adds curvature, and the limits drop to about 0.14 and 0.018. The split step lowers F for every τ > 0 in both cases. The grid is coarse too: at zero field, a straight wall between domains of opposite polarization, both parallel to the wall, has the continuum profile tanh(x/√2) in these units, so only a few cells span it. On the grid the wall departs from this shape and is pinned to the lattice.

The more serious departure is the energy. Barium titanate can be described with a negative quartic and a positive sixth-order term, and strain couples to P². The proof given for the split (1) does not cover that case, so descent at every τ is no longer guaranteed in general, and my well depths and times should not be transferred. For one component the repair is direct: −|b|P⁴/4 goes into −H and the positive P⁶ term into C. With several components or strain, the convexity of both parts has to be shown again before a large step is trusted.

Numerical values quoted here were computed with a short program.
